# A conservative contact ladder: elimination and quadratic mesh convergence: verification in Python

```python
"""Contact ladder: conservative discretization, elimination and convergence.

Result under test: a semiconductor sheet (sheet resistance Rs) below a metal
at zero potential (specific contact resistivity rho) is replaced by a ladder
with integrated series resistances r and shunt conductances g.  Its input
resistance converges quadratically in the mesh width to
    R = Rs*LT/W*coth(L/LT),   LT = sqrt(rho/Rs),
also on rough meshes.  L, W: contact length and width.  Potentials v are per
unit injected current.  Internal units: nm, ohm, ampere, volt.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

RS, RHO_CM2, L, W = 100.0, 1e-8, 200.0, 1000.0
RHO = RHO_CM2 * 1e14                      # ohm nm^2
LT = np.sqrt(RHO / RS)
LAM = L / LT
CURRENT = 1e-4
rng = np.random.default_rng(7)


def uniform_resistance(rho=RHO, rs=RS, length=L):
    lt = np.sqrt(rho / rs)
    return rs * lt / W / np.tanh(length / lt)


def exact_v(x):
    return RS * LT / W * np.cosh((L - x) / LT) / np.sinh(LAM)


def mesh(kind, n, length=L):
    if kind == "uniform":
        widths = np.ones(n)
    elif kind == "alternating":
        widths = np.tile([1.0, 3.0], n // 2)
    else:
        widths = rng.uniform(0.3, 1.7, n)
    x = np.concatenate([[0.0], np.cumsum(widths)])
    return length * x / x[-1]


def volume_edges(x):
    return np.concatenate([[x[0]], (x[1:] + x[:-1]) / 2, [x[-1]]])


def elements(x, cum_rs=lambda s: RS * s, cum_inv_rho=lambda s: s / RHO):
    """Links and shunts from the running integrals of Rs and 1/rho."""
    return np.diff(cum_rs(x)) / W, W * np.diff(cum_inv_rho(volume_edges(x)))


def solve_ladder(r, g):
    """Subtraction-free elimination from the far end, then forward sweep."""
    y = np.empty(len(g))
    v = np.empty(len(g))
    y[-1] = g[-1]
    for i in range(len(r) - 1, -1, -1):
        y[i] = g[i] + y[i + 1] / (1 + r[i] * y[i + 1])
    v[0] = 1 / y[0]
    for i in range(len(r)):
        v[i + 1] = v[i] / (1 + r[i] * y[i + 1])
    return v, y


def banded(r, g):
    link = 1 / r
    ab = np.zeros((3, len(g)))
    ab[0, 1:] = -link
    ab[2, :-1] = -link
    ab[1] = g
    ab[1, :-1] += link
    ab[1, 1:] += link
    return ab


def dense(r, g):
    ab = banded(r, g)
    return np.diag(ab[1]) + np.diag(ab[0, 1:], 1) + np.diag(ab[2, :-1], -1)


def order(coarse, fine, ratio):
    return np.log(abs(coarse / fine)) / np.log(ratio)


R = uniform_resistance()
print(f"Rs = {RS:.0f} ohm/sq, rho_c = {RHO_CM2:.1e} ohm cm2")
print(f"L = {L:.0f} nm, W = {W:.0f} nm, LT = {LT:.2f} nm, L/LT = {LAM:.3f}")
print(f"uniform solution R = {R:.6f} ohm = {R*W/1000:.4f} ohm um")
print(f"far-end V(L)/I = {exact_v(L):.6f} ohm")

# Small ladder that can be followed by hand, checked by a dense solution.
x = np.array([0.0, 20.0, 60.0, 120.0, 200.0])
r, g = elements(x)
v, y = solve_ladder(r, g)
source = np.zeros(len(g))
source[0] = 1
assert np.allclose(v, np.linalg.solve(dense(r, g), source), rtol=1e-11)
assert abs(g @ v - 1) < 1e-12
print("hand ladder: x nm, r to next ohm, g S, Y S, V/I ohm, exact V/I ohm")
for i in range(5):
    link_text = f"{r[i]:.3f}" if i < 4 else "none"
    print(f" {x[i]:.0f}, {link_text}, {g[i]:.5f}, {y[i]:.6f}, "
          f"{v[i]:.5f}, {exact_v(x[i]):.5f}")
print(f"hand ladder relative error of R = {100*(v[0]/R-1):.3f} %")

# Convergence against the hyperbolic solution on three mesh families.
sizes = [10, 20, 40, 80, 160, 320]
err_r, err_max = {}, {}
for kind in ("uniform", "alternating", "random"):
    err_r[kind], err_max[kind] = [], []
    for n in sizes:
        x = mesh(kind, n)
        v, _ = solve_ladder(*elements(x))
        err_r[kind].append(v[0] / R - 1)
        err_max[kind].append(np.max(abs(v - exact_v(x))) / R)
print("N, relative error of R: uniform, alternating 1:3, random mesh")
for i, n in enumerate(sizes):
    print(f" {n}, " + ", ".join(f"{err_r[k][i]:.4e}" for k in err_r))
for kind in err_r:
    p_r = order(err_r[kind][1], err_r[kind][-1], 16)
    p_max = order(err_max[kind][1], err_max[kind][-1], 16)
    tol = 0.2 if kind == "random" else 0.03   # random meshes scatter
    assert abs(p_r - 2) < tol and abs(p_max - 2) < tol
    print(f"order, {kind}: R {p_r:.3f}, largest nodal error {p_max:.3f}")

# Closed form of the uniform ladder and its leading error.
for n in (3, 10, 80):
    h = L / n
    theta = 2 * np.arcsinh(h / (2 * LT))
    closed = RS * LT / W / np.tanh(n * theta) / np.sqrt(1 + (h / LT)**2 / 4)
    v, _ = solve_ladder(*elements(mesh("uniform", n)))
    assert abs(v[0] / closed - 1) < 1e-12
coefficient = 1 / 8 - LAM / (12 * np.sinh(2 * LAM))
measured = -err_r["uniform"][-1] * (320 * LT / L)**2
assert abs(measured / coefficient - 1) < 1e-3
print(f"error coefficient: formula {coefficient:.6f}, ladder {measured:.6f}")

# Richardson extrapolation on uniform meshes.
eu = err_r["uniform"]
rich = [(4 * eu[i + 1] - eu[i]) / 3 for i in range(3)]
assert abs(order(rich[0], rich[2], 4) - 4) < 0.1
print(f"Richardson from N=20,40: relative error {rich[1]:.3e}")

# Local residual of the exact solution on the alternating mesh.
residual = []
for n in (40, 160):
    x = mesh("alternating", n)
    h = np.diff(x)
    ve = exact_v(x)
    vol = (h[1:] + h[:-1]) / 2
    tau = np.diff(np.diff(ve) / h) / vol - ve[1:-1] / LT**2
    third = -RS / (W * LT**2) * np.sinh((L - x[1:-1]) / LT) / np.sinh(LAM)
    residual.append(np.max(abs(tau)))
    if n == 160:
        lead = (h[1:] - h[:-1]) / 3 * third
        assert np.max(abs(tau - lead)) < 0.05 * np.max(abs(lead))
p_res = order(residual[0], residual[1], 4)
assert abs(p_res - 1) < 0.1
print(f"order of local residual, alternating mesh: {p_res:.3f}")

# Exact error identity, tested by Gauss quadrature at every node.
x = mesh("random", 12)
h = np.diff(x)
r, g = elements(x)
response = np.linalg.inv(dense(r, g))
s, weight = np.polynomial.legendre.leggauss(10)
s, weight = (s + 1) / 2, weight / 2
values = exact_v(x[:-1, None] + h[:, None] * s) * W / RHO * h[:, None]
load = np.zeros(len(x))
load[:-1] += values @ (weight * (1 - s))
load[1:] += values @ (weight * s)
v, _ = solve_ladder(r, g)
identity_error = response @ (load - g * exact_v(x))
assert np.max(abs(v - exact_v(x) - identity_error)) < 1e-10 * R
assert np.max(abs(np.diff(response, axis=0) / r[:, None])) <= 1 + 1e-10
assert np.all(np.argmax(response, axis=0) == np.arange(len(x)))

# One-sided error and explicit bound on many rough meshes.
largest_fraction = 0.0
for _ in range(200):
    x = mesh("random", 10)
    v, _ = solve_ladder(*elements(x))
    bound = (np.max(np.diff(x)) / LT)**2 / 8 * (
        RS * L / W + RHO / (W * L) + 2 * R)
    largest_fraction = max(largest_fraction,
                           np.max(abs(v - exact_v(x))) / bound)
    assert v[0] < R
assert largest_fraction <= 1
print(f"200 random meshes: largest error/bound = {largest_fraction:.3f}")


def weight_f(u):
    return np.cosh(u)**2 + 2 * np.sinh(u)**2


for kind in ("alternating", "random"):
    x = mesh(kind, 160)
    v, _ = solve_ladder(*elements(x))
    mid = (L - (x[1:] + x[:-1]) / 2) / LT
    lead = -np.sum((np.diff(x) / LT)**3 * weight_f(mid)) / (
        6 * np.sinh(2 * LAM))
    assert abs((v[0] / R - 1) / lead - 1) < 0.02

# Best grading for the given contact and for a longer one.
for length in (L, 3 * L):
    lam, n = length / LT, 400
    xf = np.linspace(0, length, 40001)
    f = weight_f((length - xf) / LT)
    root = f**(1 / 3)
    cum = np.concatenate([[0], np.cumsum((root[1:] + root[:-1]) / 2)])
    xg = np.interp(np.linspace(0, cum[-1], n + 1), cum, xf)
    step = (xf[1] - xf[0]) / LT
    int_f = np.sum((f[1:] + f[:-1]) / 2) * step
    predicted = (cum[-1] * step)**3 / (lam**2 * int_f)
    target = uniform_resistance(length=length)
    eg = solve_ladder(*elements(xg))[0][0] / target - 1
    e0 = solve_ladder(*elements(mesh("uniform", n, length)))[0][0] / target - 1
    assert abs(eg / e0 / predicted - 1) < 0.03
    print(f"L = {length:.0f} nm: graded/uniform error {eg/e0:.4f}, "
          f"predicted {predicted:.4f}")

# Rounding on a very fine mesh, judged by the closed discrete solution.
n = 200000
h = L / n
r, g = np.full(n, RS * h / W), np.full(n + 1, W * h / RHO)
g[[0, -1]] /= 2
theta = 2 * np.arcsinh(h / (2 * LT))
closed = RS * LT / W / np.tanh(n * theta) / np.sqrt(1 + (h / LT)**2 / 4)
source = np.zeros(n + 1)
source[0] = 1
round_free = abs(solve_ladder(r, g)[0][0] / closed - 1)
round_matrix = abs(solve_banded((1, 1), banded(r, g), source)[0] / closed - 1)
round_bound = 6 * n * np.finfo(float).eps / 2
assert round_free < round_bound and round_matrix > 10 * round_bound
print(f"N = {n}: rounding error {round_free:.1e} subtraction-free, "
      f"{round_matrix:.1e} assembled matrix")

# Smooth coefficients, reference from the Riccati equation.
def smooth_rs(s):
    return RS * (s + 0.25 * s**2 / L)


def smooth_inv_rho(s):
    return (s + 0.6 * L / np.pi * (1 - np.cos(np.pi * s / L))) / RHO


def riccati(s, cond):
    inv_rho = (1 + 0.6 * np.sin(np.pi * s / L)) / RHO
    return -W * inv_rho + RS * (1 + 0.5 * s / L) / W * cond**2


ref = 1 / solve_ivp(riccati, (L, 0), [0.0], method="DOP853",
                    rtol=1e-12, atol=1e-15).y[0, -1]
es = [solve_ladder(*elements(mesh("alternating", n), smooth_rs,
                             smooth_inv_rho))[0][0] / ref - 1
      for n in (40, 320)]
p_smooth = order(es[0], es[1], 8)
assert abs(p_smooth - 2) < 0.1
print(f"smooth coefficients: R = {ref:.5f} ohm, order {p_smooth:.3f}")

# Poor front edge: coefficients jump inside a mesh cell.
EDGE, RS_EDGE, RHO_EDGE = 50.0, 150.0, 3 * RHO
points = np.array([0, EDGE, L])
int_rs = np.array([0, RS_EDGE * EDGE, RS_EDGE * EDGE + RS * (L - EDGE)])
int_inv = np.array([0, EDGE / RHO_EDGE, EDGE / RHO_EDGE + (L - EDGE) / RHO])
z_back = uniform_resistance(length=L - EDGE)
z_edge = np.sqrt(RS_EDGE * RHO_EDGE) / W
tanh_edge = np.tanh(EDGE * np.sqrt(RS_EDGE / RHO_EDGE))
r_jump = z_edge * (z_back + z_edge * tanh_edge) / (z_edge + z_back * tanh_edge)
e_int, e_sample = [], []
for n in (161, 641):
    x = mesh("uniform", n)
    r, g = elements(x, lambda q: np.interp(q, points, int_rs),
                    lambda q: np.interp(q, points, int_inv))
    sampled = W * np.diff(volume_edges(x)) / np.where(x < EDGE, RHO_EDGE, RHO)
    e_int.append(solve_ladder(r, g)[0][0] / r_jump - 1)
    e_sample.append(solve_ladder(r, sampled)[0][0] / r_jump - 1)
p_int = order(e_int[0], e_int[1], 641 / 161)
p_sample = order(e_sample[0], e_sample[1], 641 / 161)
assert abs(p_int - 2) < 0.1 and abs(p_sample - 1) < 0.1
r_average = uniform_resistance(L / int_inv[-1], int_rs[-1] / L)
print(f"poor edge {EDGE:.0f} nm: Rs {RS_EDGE:.0f} ohm/sq, "
      f"rho_c {RHO_EDGE*1e-14:.1e} ohm cm2")
print(f"poor edge R = {r_jump:.5f} ohm; averaged coefficients give "
      f"{r_average:.5f} ohm")
print(f"jump in a cell, N=161: error {e_int[0]:.2e} integrated, "
      f"{e_sample[0]:.2e} sampled")
print(f"jump in a cell: order {p_int:.3f} integrated, {p_sample:.3f} sampled")


# Neglected effects: two-dimensional flow in section and in plan.
def mean_input_potential(gx, gy, shunt):
    """Unit current enters the first column uniformly; other edges closed."""
    def chain(n):
        main = np.full(n, 2.0)
        main[[0, -1]] = 1
        return diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])
    nx, ny = shunt.shape
    a = (gx * kron(chain(nx), identity(ny)) + gy * kron(identity(nx), chain(ny))
         + diags(shunt.ravel()))
    b = np.zeros((nx, ny))
    b[0] = 1 / ny
    return spsolve(a.tocsc(), b.ravel()).reshape(nx, ny)[0].mean()


def section_resistance(depth):
    hx, nz, lead_in = 2.5, 20, 100.0
    hz = depth / nz
    sigma = 1 / (RS * depth)
    shunt = np.zeros((round((lead_in + L) / hx), nz))
    shunt[round(lead_in / hx):, 0] = 1 / (
        RHO / (W * hx) + hz / (2 * sigma * W * hx))
    v_in = mean_input_potential(sigma * W * hz / hx, sigma * W * hx / hz, shunt)
    return v_in - RS * (lead_in - hx / 2) / W


def plan_resistance(margin, h):
    lead_in, half = 600.0, W / 2 + margin
    shunt = np.zeros((round((lead_in + L + margin) / h), round(half / h)))
    first = round(lead_in / h)
    shunt[first:first + round(L / h), :round(W / 2 / h)] = h**2 / RHO
    v_in = mean_input_potential(1 / RS, 1 / RS, shunt)
    return (v_in - RS * (lead_in - h / 2) / half) / 2


DEPTH, MARGIN, RS_METAL = 50.0, 100.0, 8.0
for depth, low in ((10.0, 0.7), (DEPTH, 0.3)):
    r_section = section_resistance(depth)
    r_estimate = uniform_resistance(RHO + RS * depth**2 / 3)
    assert low < (r_section - R) / (r_estimate - R) < 1.3
print(f"vertical flow, {DEPTH:.0f} nm layer: R change "
      f"{100*(r_section/R-1):.2f} %, estimate {100*(r_estimate/R-1):.2f} %")

assert abs(plan_resistance(0.0, 5.0) / R - 1) < 1e-3
r_plan = plan_resistance(MARGIN, 5.0)
assert abs(plan_resistance(MARGIN, 10.0) / r_plan - 1) < 0.01
print(f"diffusion margin {MARGIN:.0f} nm: R change {100*(r_plan/R-1):.1f} %")

# Metal rail with finite sheet resistance, terminal at the far end.
n = 400
r, g = elements(mesh("uniform", n))
no_shunt = np.zeros(n + 1)
rails = np.block([[dense(r, g), -np.diag(g)],
                  [-np.diag(g), dense(r * RS_METAL / RS, no_shunt)
                   + np.diag(g)]])[:-1, :-1]
source = np.zeros(2 * n + 1)
source[0] = 1
r_rails = np.linalg.solve(rails, source)[0]
total = RS + RS_METAL
lt2 = np.sqrt(RHO / total)
d = L / lt2
formula = lt2 / (W * total) * ((RS**2 + RS_METAL**2) / np.tanh(d)
                               + RS * RS_METAL * (2 / np.sinh(d) + d))
assert abs(r_rails / formula - 1) < 1e-4
print(f"silicide rail {RS_METAL:.0f} ohm/sq, far terminal: R change "
      f"{100*(formula/R-1):.1f} %")

# Trial exponential interface law with the thermal voltage as its scale.
VT = const.k * 300 / const.e
print(f"test current {CURRENT*1e3:.1f} mA: V(0) = {CURRENT*R*1e3:.3f} mV, "
      f"kT/q at 300 K = {VT*1e3:.2f} mV")
source = np.zeros(n + 1)
for sign in (1, -1):
    source[0] = sign * CURRENT
    pot = source[0] * solve_ladder(r, g)[0]
    laplace = dense(r, no_shunt)
    for _ in range(12):
        balance = laplace @ pot + g * VT * np.expm1(pot / VT) - source
        pot -= solve_banded((1, 1), banded(r, g * np.exp(pot / VT)), balance)
    ends = VT * np.expm1(pot[[0, -1]] / VT) - pot[[0, -1]]
    slope_squared = 2 * RS / RHO * VT * (ends[0] - ends[1])
    assert abs(slope_squared / (RS * CURRENT / W)**2 - 1) < 1e-3
    change = pot[0] / source[0] / R - 1
    assert sign * change < 0
    print(f"exponential law, current sign {sign:+d}: R change "
          f"{100*change:.2f} %")

print("all tests passed")
```

Running it gives:

```
Rs = 100 ohm/sq, rho_c = 1.0e-08 ohm cm2
L = 200 nm, W = 1000 nm, LT = 100.00 nm, L/LT = 2.000
uniform solution R = 10.373147 ohm = 10.3731 ohm um
far-end V(L)/I = 2.757206 ohm
hand ladder: x nm, r to next ohm, g S, Y S, V/I ohm, exact V/I ohm
 0, 2.000, 0.01000, 0.098574, 10.14468, 10.37315
 20, 4.000, 0.03000, 0.107642, 8.34757, 8.56794
 60, 6.000, 0.05000, 0.112618, 5.75507, 5.93047
 120, 8.000, 0.07000, 0.100303, 3.59284, 3.68758
 200, none, 0.04000, 0.040000, 2.72185, 2.75721
hand ladder relative error of R = -2.202 %
N, relative error of R: uniform, alternating 1:3, random mesh
 10, -4.7200e-03, -7.4434e-03, -6.6743e-03
 20, -1.1867e-03, -1.9796e-03, -1.4161e-03
 40, -2.9709e-04, -5.0817e-04, -4.0545e-04
 80, -7.4299e-05, -1.2858e-04, -1.0914e-04
 160, -1.8576e-05, -3.2330e-05, -2.8055e-05
 320, -4.6442e-06, -8.1052e-06, -6.9834e-06
order, uniform: R 1.999, largest nodal error 1.999
order, alternating: R 1.983, largest nodal error 1.983
order, random: R 1.916, largest nodal error 1.916
error coefficient: formula 0.118893, ladder 0.118892
Richardson from N=20,40: relative error -5.614e-07
order of local residual, alternating mesh: 0.974
200 random meshes: largest error/bound = 0.187
L = 200 nm: graded/uniform error 0.6800, predicted 0.6800
L = 600 nm: graded/uniform error 0.1769, predicted 0.1769
N = 200000: rounding error 5.7e-13 subtraction-free, 1.9e-07 assembled matrix
smooth coefficients: R = 9.36820 ohm, order 1.995
poor edge 50 nm: Rs 150 ohm/sq, rho_c 3.0e-08 ohm cm2
poor edge R = 15.50807 ohm; averaged coefficients give 12.11247 ohm
jump in a cell, N=161: error -1.61e-05 integrated, 1.04e-03 sampled
jump in a cell: order 2.001 integrated, 0.997 sampled
vertical flow, 50 nm layer: R change 4.34 %, estimate 4.73 %
diffusion margin 100 nm: R change -2.4 %
silicide rail 8 ohm/sq, far terminal: R change 7.0 %
test current 0.1 mA: V(0) = 1.037 mV, kT/q at 300 K = 25.85 mV
exponential law, current sign +1: R change -0.76 %
exponential law, current sign -1: R change 0.77 %
all tests passed
```
